# The positronium ground-state splitting from spin-spin contact and virtual annihilation: a numerical check

```python
"""Leading-order 1S splitting of positronium: triplet minus singlet
= (1/3 + 1/4) alpha^2 Hartree = (7/12) alpha^4 m c^2.
1/3: spin-spin contact part of photon exchange; 1/4: one-photon annihilation.
Atomic units with Gaussian fields: hbar = m = e = 1, c = 1/alpha.
Spin basis (a, b): a = electron spinor, b = spinor of the missing
negative-energy electron (the hole that is the positron).
P_triplet projects on total spin 1; density0 = |psi(0)|^2.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as const

alpha = const.alpha
c = 1.0 / alpha
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_ang = const.physical_constants["Bohr radius"][0] * 1e10
planck_ev_s = const.h / const.e

# ---- Ground state from the radial equation -u'' - u/r = E u ----
n_cheb, r_max = 80, 60.0
t = np.cos(np.pi * np.arange(n_cheb + 1) / n_cheb)
end_weight = np.ones(n_cheb + 1)
end_weight[[0, -1]] = 2.0
end_weight *= (-1.0) ** np.arange(n_cheb + 1)
diff = t[:, None] - t[None, :] + np.eye(n_cheb + 1)
deriv = np.outer(end_weight, 1.0 / end_weight) / diff
deriv -= np.diag(deriv.sum(axis=1))
deriv *= 2.0 / r_max
r = 0.5 * r_max * (1.0 + t)
radial_h = -(deriv @ deriv)[1:-1, 1:-1] - np.diag(1.0 / r[1:-1])
values, vectors = np.linalg.eig(radial_h)
lowest = np.argmin(values.real)
energy_1s = values[lowest].real
u_nodes = np.zeros(n_cheb + 1)
u_nodes[1:-1] = vectors[:, lowest].real
u = Chebyshev.fit(r, u_nodes, n_cheb, domain=[0.0, r_max])
norm_integral = (u * u).integ()
norm = norm_integral(r_max) - norm_integral(0.0)
density0 = u.deriv()(0.0) ** 2 / (4.0 * np.pi * norm)
assert abs(energy_1s + 0.25) < 1e-6
assert abs(density0 * 8.0 * np.pi - 1.0) < 1e-5

# ---- One field mode: sum of both time orderings by diagonalization ----
# Many two-level pairs (energy pair_e) or static sources couple to q.
n_photon, n_pair, n_sites = 7, 5, 1e8
lower_ph = np.diag(np.sqrt(np.arange(1, n_photon)), 1)
k = np.arange(1, n_pair)
lower_pair = np.diag(np.sqrt(k * (1.0 - (k - 1) / n_sites)), 1)
pair_e, coupling = 2.0, 0.003
for omega in (0.3, 0.1):
    q_mode = (lower_ph + lower_ph.T) / np.sqrt(2.0 * omega)
    h_photon = omega * np.diag(np.arange(n_photon))
    h_mode = (np.kron(pair_e * np.diag(np.arange(n_pair)), np.eye(n_photon))
              + np.kron(np.eye(n_pair), h_photon)
              + coupling * np.kron(lower_pair + lower_pair.T, q_mode))
    levels, states = np.linalg.eigh(h_mode)
    one_pair = np.argmax(np.abs(states[n_photon]))
    shift = levels[one_pair] - levels[0] - pair_e
    predicted = coupling**2 / (pair_e**2 - omega**2)
    assert abs(shift / predicted - 1.0) < 1e-3
    # two static sources: equal signs minus opposite signs
    both = np.linalg.eigvalsh(h_photon + 2.0 * coupling * q_mode)[0]
    none = np.linalg.eigvalsh(h_photon)[0]
    static_exchange = 0.5 * (both - none)
    assert abs(static_exchange / (-coupling**2 / omega**2) - 1.0) < 1e-3

# ---- Dirac spinors ----
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2 = np.eye(2)
alpha_mat = np.array([np.kron(sigma[0], s) for s in sigma])
beta_mat = np.kron(sigma[2], one2)


def dirac_spinors(p):
    """Positive- and negative-energy spinors (4x2 each) and the energy."""
    energy = np.sqrt(c**4 + c**2 * (p @ p))
    small = c * np.einsum("i,iab->ab", p, sigma) / (energy + c**2)
    scale = np.sqrt((energy + c**2) / (2.0 * energy))
    plus = scale * np.vstack([one2, small])
    minus = scale * np.vstack([-small, one2])
    h = c * np.einsum("i,iab->ab", p, alpha_mat) + c**2 * beta_mat
    assert np.allclose(h @ plus, energy * plus, rtol=0, atol=1e-8)
    assert np.allclose(h @ minus, -energy * minus, rtol=0, atol=1e-8)
    return plus, minus, energy


def currents(left, right):
    return np.array([left.conj().T @ m @ right for m in alpha_mat])


# Total spin: a hole carries minus the transposed spin of its spinor.
spin = [0.5 * (np.kron(s, one2) - np.kron(one2, s.T)) for s in sigma]
P_triplet = sum(s @ s for s in spin) / 2.0
assert np.allclose(P_triplet @ P_triplet, P_triplet)
assert abs(np.trace(P_triplet) - 3.0) < 1e-12
P_singlet = np.eye(4) - P_triplet


def mean_in(projector, matrix):
    return np.trace(projector @ matrix).real / np.trace(projector).real


# ---- Photon exchange, averaged over directions of momentum transfer ----
q_size = 0.05
exchange = np.zeros((4, 4), complex)
directions = np.vstack([np.eye(3), -np.eye(3)])
for n in directions:
    q_vec = q_size * n
    u_in, w_in, _ = dirac_spinors(-q_vec / 2)
    u_out, w_out, _ = dirac_spinors(q_vec / 2)
    transverse = np.eye(3) - np.outer(n, n)
    j_el, j_hole = currents(u_out, u_in), currents(w_in, w_out)
    block = np.einsum("ij,iac,jdb->abcd", transverse, j_el, j_hole)
    # opposite charges turn the static factor -4 pi/q^2 into +4 pi/q^2
    exchange += 4 * np.pi / q_size**2 * block.reshape(4, 4) / len(directions)
    rho = np.einsum("ac,db->abcd", u_out.conj().T @ u_in,
                    w_in.conj().T @ w_out).reshape(4, 4)
    coulomb = -4 * np.pi / q_size**2 * rho
    assert np.allclose(coulomb, coulomb[0, 0] * np.eye(4), atol=1e-9)
ex_triplet = mean_in(P_triplet, exchange)
ex_singlet = mean_in(P_singlet, exchange)
ex_gap = ex_triplet - ex_singlet
s1_dot_s2 = P_triplet - 0.75 * np.eye(4)
contact_operator = 8 * np.pi / (3 * c**2) * s1_dot_s2
assert np.allclose(exchange, contact_operator, rtol=0, atol=1e-5 / c**2)

# ---- Annihilation at small total momentum K ----
K_size = 0.05
for n in (np.array([0.0, 0.0, 1.0]), np.array([2.0, -1.0, 2.0]) / 3.0):
    K_vec = K_size * n
    u_el, _, e_one = dirac_spinors(K_vec / 2)
    _, w_hole, _ = dirac_spinors(-K_vec / 2)
    e_pair = 2.0 * e_one
    M = np.array([m.T.reshape(4) for m in currents(w_hole, u_el)])
    charge = (w_hole.conj().T @ u_el).T.reshape(4)
    assert np.allclose(e_pair * charge, c * K_vec @ M, rtol=0, atol=1e-9)
    transverse = np.eye(3) - np.outer(n, n)
    ann_transverse = (4 * np.pi * c**2 / (e_pair**2 - (c * K_size) ** 2)
                      * np.einsum("ij,ia,jb->ab", transverse, M.conj(), M))
    ann_coulomb = 4 * np.pi / K_size**2 * np.outer(charge.conj(), charge)
    annihilation = ann_transverse + ann_coulomb
    eig_t = np.linalg.eigvalsh(ann_transverse) * c**2
    eig_c = np.linalg.eigvalsh(ann_coulomb) * c**2
    assert np.allclose(eig_t, [0, 0, 2 * np.pi, 2 * np.pi], atol=1e-4)
    assert np.allclose(eig_c, [0, 0, 0, 2 * np.pi], atol=1e-4)
    assert np.allclose(annihilation, 2 * np.pi / c**2 * P_triplet,
                       rtol=0, atol=1e-5 / c**2)
ann_triplet = mean_in(P_triplet, annihilation)
ann_singlet = mean_in(P_singlet, annihilation)

# ---- Level shifts and splitting ----
part_exchange = ex_gap * density0
part_annihilation = (ann_triplet - ann_singlet) * density0
splitting = part_exchange + part_annihilation
shift_triplet = (ex_triplet + ann_triplet) * density0
shift_singlet = (ex_singlet + ann_singlet) * density0
assert abs(part_exchange / (alpha**2 / 3) - 1) < 3e-5
assert abs(part_annihilation / (alpha**2 / 4) - 1) < 3e-5
assert abs(splitting / (7 * alpha**2 / 12) - 1) < 3e-5
assert abs(shift_triplet / (alpha**2 / 3) - 1) < 3e-5
assert abs(shift_singlet / (-alpha**2 / 4) - 1) < 3e-5
splitting_ev = splitting * hartree_ev
mc2_ev = const.m_e * const.c**2 / const.e
assert abs(splitting_ev / (7 / 12 * alpha**4 * mc2_ev) - 1) < 3e-5

print("INPUTS")
print(f"fine-structure constant alpha      {alpha:.8f}")
print(f"Hartree energy                     {hartree_ev:.5f} eV")
print(f"Bohr radius                        {bohr_ang:.6f} angstrom")
print(f"electron rest energy               {mc2_ev:.1f} eV")
print(f"alpha^2 Hartree                    {alpha**2*hartree_ev:.5e} eV")
print("GROUND STATE (numerical radial solution)")
print(f"1S energy                          {energy_1s*hartree_ev:.4f} eV")
print(f"contact density |psi(0)|^2         "
      f"{density0/bohr_ang**3:.5f} angstrom^-3")
print(f"decay length of psi, 2 Bohr radii  {2*bohr_ang:.4f} angstrom")
print(f"pair-process range hbar/(2 m c)    "
      f"{alpha*bohr_ang/2:.6f} angstrom")
print("CONTACT STRENGTHS FROM DIRAC SPINORS (times c^2, atomic units)")
print(f"exchange, triplet minus singlet    {ex_gap*c**2:.5f}")
print(f"annihilation, triplet              {ann_triplet*c**2:.5f}")
print(f"annihilation, singlet              {abs(ann_singlet)*c**2:.5f}")
print("SHARES OF THE SPLITTING (in alpha^2 Hartree)")
print(f"exchange                           {part_exchange*c**2:.5f}")
print(f"annihilation                       {part_annihilation*c**2:.5f}")
print(f"sum                                {splitting*c**2:.5f}")
print("ENERGIES")
print(f"exchange part                      {part_exchange*hartree_ev:.4e} eV")
print(f"annihilation part                  "
      f"{part_annihilation*hartree_ev:.4e} eV")
print(f"spin-dependent shift, triplet      {shift_triplet*hartree_ev:.4e} eV")
print(f"spin-dependent shift, singlet      {shift_singlet*hartree_ev:.4e} eV")
print(f"total splitting                    {splitting_ev:.4e} eV")
print(f"total splitting as frequency       "
      f"{splitting_ev/planck_ev_s/1e9:.2f} GHz")
print(f"scale of omitted terms, alpha*split {alpha*splitting_ev:.1e} eV")
print("all tests passed")
```

Output:

```
INPUTS
fine-structure constant alpha      0.00729735
Hartree energy                     27.21139 eV
Bohr radius                        0.529177 angstrom
electron rest energy               510999.0 eV
alpha^2 Hartree                    1.44904e-03 eV
GROUND STATE (numerical radial solution)
1S energy                          -6.8028 eV
contact density |psi(0)|^2         0.26851 angstrom^-3
decay length of psi, 2 Bohr radii  1.0584 angstrom
pair-process range hbar/(2 m c)    0.001931 angstrom
CONTACT STRENGTHS FROM DIRAC SPINORS (times c^2, atomic units)
exchange, triplet minus singlet    8.37758
annihilation, triplet              6.28319
annihilation, singlet              0.00000
SHARES OF THE SPLITTING (in alpha^2 Hartree)
exchange                           0.33333
annihilation                       0.25000
sum                                0.58333
ENERGIES
exchange part                      4.8301e-04 eV
annihilation part                  3.6226e-04 eV
spin-dependent shift, triplet      4.8301e-04 eV
spin-dependent shift, singlet      -3.6226e-04 eV
total splitting                    8.4528e-04 eV
total splitting as frequency       204.39 GHz
scale of omitted terms, alpha*split 6.2e-06 eV
all tests passed
```
